Agglomeration temperature of a silicide film when every length is halved

**The estimate from dimensions**

Surface diffusion driven by capillarity contains one material coefficient, B, with the dimensions length⁴/time. The reason is a count of powers. A surface feature of size L has a curvature of order 1/L, and the chemical potential follows the curvature. The atomic flux follows the gradient of the potential, 1/L², and the surface moves at a speed given by the divergence of the flux, 1/L³. A speed L/t equal to B/L³ gives

t ~ L⁴/B.

A film has more than one length. With thickness h, grain width w and groove angle θ, dimensions allow

t = (h⁴/B) C(w/h, θ),

where C is an unknown function. If h and w are both halved and θ is kept, C does not change and the time falls by 2⁴ = 16. To bring it back to its old value, B must be made 16 times smaller by cooling. With B = B₀ exp(−Q/kT) and Q = 2.5 eV, this requires

1/T₂ = 1/T₁ + (k/Q) ln 16,

or, after multiplication by T₁ and inversion,

T₂ = T₁/[1 + (4kT₁/Q) ln 2].

At T₁ = 900 K, kT₁ = 0.07756 eV, so the second term in the bracket is 4 × 0.07756 × 0.6931/2.5 = 0.0860 and

T₂ = 900 K/1.0860 = 829 K.

In Celsius, the agglomeration temperature for the same anneal time falls from 627 °C to 556 °C. The drop is modest because the activation energy is about 32 times kT₁: a small change of temperature makes up for a large change of rate.

**The equation of motion**

Take grains that are long strips, so that a cross-section y(x,t) describes the surface, with the solid below it. The surface energy γ is isotropic. Define the curvature

K = y''/(1 + y'²)^(3/2),

which is negative on a hill. Moving a surface element dA outward by δn changes its area by −K δn dA, which is an increase on a hill. The added volume δn dA holds δn dA/Ω atoms, Ω being the volume per atom. The energy per added atom, relative to a flat surface, is therefore

μ = −γΩK.

With ν mobile atoms per unit area, surface diffusivity D_s and arc length s, the flux is

J = −(D_s ν/kT) ∂μ/∂s = (D_s ν γΩ/kT) ∂K/∂s.

Where the flux diverges the surface recedes, so the outward normal speed is

v = −Ω ∂J/∂s = −B ∂²K/∂s²,  B = D_s γ Ω² ν/kT.

Setting ν = Ω^(−2/3), about one atom per surface site, gives B = D_s γ Ω^(4/3)/kT. The vertical speed is v(1 + y'²)^(1/2), and ∂/∂s = (1 + y'²)^(−1/2) ∂/∂x. The outer factor cancels, leaving

∂y/∂t = −B ∂/∂x [(1 + y'²)^(−1/2) ∂K/∂x].

At a grain boundary, x = 0, the boundary tension γ_gb is balanced by the two surfaces: γ_gb = 2γ sin θ. This fixes the slope y'(0) = m = tan θ. By symmetry no flux passes the root or the grain centre x = a = w/2, and the slope vanishes at the centre. The surface starts flat at y = 0.

A silicide film can groove both at its free surface and at its interface with silicon. I take the two sides as mirror images, with equal B and θ. The film then breaks when each groove has reached the depth h/2.

**Why the fourth power holds for the full equation**

Put x = LX and y = LY. Slopes do not change. The curvature becomes 1/L times its scaled form, and the two further derivatives bring 1/L². The equation reads

L ∂Y/∂t = −(B/L³) × (the same expression in X and Y).

With t = (L⁴/B)τ, both L and B disappear. The boundary conditions contain m, a/L and h/L, and nothing else. Similar films with equal θ therefore break at the same τ, and the time is proportional to L⁴/B. No small-slope approximation was needed. It was assumed that the energy ratio γ_gb/γ, and with it θ, is the same at both temperatures.

Equal times for lengths L and L/2 mean

L⁴/B(T₁) = L⁴/[16 B(T₂)],

so B(T₂) = B(T₁)/16, and the logarithm of this gives the formula already used. For a small change of size the same condition becomes dT/d(ln L) = 4kT²/Q, which is about 112 K at 900 K. One per cent off every length thus costs about 1.1 K.

**Which quantity has the 2.5 eV?**

The formula takes 2.5 eV as the activation energy of B. This is the energy found from the slope of ln t against 1/T for films of one fixed geometry, since t is proportional to 1/B. If instead 2.5 eV belongs to D_s, and γ and ν are constant, the factor 1/T in B must be kept. With u = Q/kT, B is proportional to u exp(−u), and

u₂ exp(−u₂) = u₁ exp(−u₁)/16.

Taking logarithms,

u₂ = u₁ + ln 16 + ln(u₂/u₁).

Here u₁ = 32.235 and ln 16 = 2.773. Leaving out the last term gives u₂ = 35.008. Putting this into the last term adds 0.083, and one more round settles at u₂ = 35.092. Hence

T₂ = 900 K × 32.235/35.092 = 827 K.

The two readings differ by 2 K.

**A single groove, and when grain width matters**

For small slopes the equation becomes ∂y/∂t = −B y''''. Consider one groove on a very wide grain and define

Y(q,t) = ∫₀^∞ y cos(qx) dx.

Integrating by parts, with y'(0) = m, y'''(0) = 0 and everything vanishing far away, gives in turn

∫ y'' cos(qx) dx = −m − q²Y,

∫ y'''' cos(qx) dx = −q² ∫ y'' cos(qx) dx = q²m + q⁴Y.

So ∂Y/∂t = −B(q²m + q⁴Y). Starting from Y = 0, the solution is

Y = −(m/q²)[1 − exp(−Bq⁴t)].

The depth is d = −y(0) = −(2/π)∫₀^∞ Y dq. With p = q(Bt)^(1/4),

d = (2m/π)(Bt)^(1/4) ∫₀^∞ [1 − exp(−p⁴)]/p² dp.

One integration by parts turns the integral into 4∫₀^∞ p² exp(−p⁴) dp, and the substitution z = p⁴ turns that into ∫₀^∞ z^(−1/4) exp(−z) dz = Γ(3/4) = 1.225. Therefore

d = 0.780 m (Bt)^(1/4).

The time to reach a given depth is proportional to the fourth power of that depth, even though no grain width appears. As long as neighbouring grooves hardly influence each other, halving the thickness alone is nearly enough.

The opposite limit is a groove that has stopped. The flux then vanishes, K is uniform, and the surface is a circular arc. Its slope angle goes from θ at the root to zero at the grain centre, so its radius is R = a/sin θ. The area between the arc and the horizontal line through the root, from x = 0 to a, is half a circular segment, R²(θ − sin θ cos θ)/2. Divided by a, this is the mean height above the root. Since the mean level stays at y = 0 by conservation of matter, the final depth is

d_f = a(θ − sin θ cos θ)/(2 sin²θ).

For small θ the bracket is 2θ³/3, and d_f tends to ma/3. If d_f is less than h/2, the grooved but unbroken film is a possible resting state. Setting mw/6 equal to h/2 gives the rough condition for rupture, w > 3h/m. Well above this threshold the grain width changes the time little and thickness sets it; close to the threshold the time grows without bound. For the 20 nm film treated below, with its threshold at 194 nm, widths from 220 to 500 nm give times within about 12 % of the value at 300 nm, while 195 nm gives 1.8 times that value.

**A worked case**

Take h = 20 nm, w = 300 nm, γ_gb/γ = 0.6 and an anneal of 60 s at 900 K. Then sin θ = 0.3, θ = 17.46° and m = 0.3145. Each groove must reach 10 nm, and the arc formula allows 15.4 nm, so rupture is possible.

The single-groove law gives a first value of Bt at rupture:

Bt = [10/(0.780 × 0.3145)]⁴ nm⁴ ≈ 2.8 × 10⁶ nm⁴.

The full equation, with finite slope and finite grain width, was integrated numerically by dividing the surface into cells 1 nm wide, balancing the flux between them, and advancing in time with a stiff solver of variable step. It gives 2.93 × 10⁶ nm⁴, about 6 % more than the single-groove law. This is the net of two opposite effects: the finite slope alone would lengthen the time by about 12 %, and the neighbouring groove shortens it again by about 5 %. Requiring rupture at 60 s sets

B(900 K) = 2.93 × 10⁶ nm⁴/60 s = 4.9 × 10⁴ nm⁴/s.

The same integration, again with 1 nm cells, was made for other films with the same θ:

- Both lengths halved (10 nm, 150 nm): Bt = 1.83 × 10⁵ nm⁴, smaller by a factor 16.0. At 900 K this film lasts 3.75 s. At 829 K it lasts 60 s, while the thick film would last 960 s.
- Thickness alone halved (10 nm, 300 nm): Bt is smaller by a factor 15.2, and the equal-time temperature is 830 K.
- Grain width alone halved (20 nm, 150 nm): the groove stops at 7.7 nm, the arc depth, short of the 10 nm needed. In this model the film does not break, however long the anneal.

The second case shows that, for these proportions, the drop of about 71 K comes almost entirely from the thickness. The third shows why a smaller grain width is not by itself a reason for a lower agglomeration temperature: finer grains at fixed thickness can stabilize the film.

**Comparison with what the model leaves out**

Of the effects estimated here, the activation energy and the transport mechanism shift the result most. With the fourth power kept, Q = 2.0 eV gives 813 K and Q = 3.0 eV gives 840 K. If atoms move through the volume instead of along the surface, the speed follows the gradient of μ, 1/L², and the time grows as L³. If attachment of atoms to the surface is the slow step, the speed follows μ itself, 1/L, and the time grows as L². With Q held at 2.5 eV, these exponents give 845 K and 863 K.

The flux law was linear in μ/kT. For γ = 1.5 J/m² and Ω = 0.012 nm³, the root curvature of the thin film at rupture, K = −0.0086 nm⁻¹ in the numerical solution, gives μ/kT = −γΩK/kT = 0.0135 at 829 K. If the flux instead follows the gradient of exp(μ/kT), it is larger at the root by the factor exp(0.0135), or 1.4 %. A relative rate change ε moves the temperature by about εkT²/Q = ε × 23.7 K, here no more than about 0.3 K. The curvature is larger when the groove is young, but by the fourth-power law a groove passes its first tenth of depth in about 10⁻⁴ of the time.

The absolute rate deserves more suspicion. The value of B at 900 K corresponds to

D_s = B kT/(γ Ω^(4/3)) = 1.5 × 10⁻⁹ cm²/s.

With 2.5 eV, the prefactor D_s exp(Q/kT) is then about 1.5 × 10⁵ cm²/s. A simple atomic hop, with a jump of a few tenths of a nanometre and an attempt rate near 10¹³ s⁻¹, would give roughly 10⁻³ to 10⁻² cm²/s. The 2.5 eV and the 60 s rupture therefore do not fit together as one simple hopping barrier. In this example 2.5 eV has to be read as an apparent energy that describes B between 829 and 900 K. The prefactor cancels from T₂, but an extrapolation far outside that range would have no support.

The thickness, grain width and temperature are roughly those of thin NiSi contacts on silicon, which are known to agglomerate at several hundred degrees Celsius. The energy ratio 0.6 is a model choice, not a measured value for NiSi. In real films the two faces are not mirror images, and three grains meet at points where grooves can deepen faster. These features change C, but at a fixed temperature they keep the factor 16 if the whole geometry is scaled and surface-type diffusion still controls the rate. The formula for T₂ also requires that C be the same at both temperatures, which fails if the two faces have different activation energies and both affect the rupture time. Grain growth during the anneal breaks the similarity, because the grain width then has its own clock. If it merely leaves the thin film with 300 nm grains instead of 150 nm, the numbers above put the shift near 1 K. If it carries a fine-grained film across the threshold, it decides whether the film breaks at all. The value w ≈ 3h/m holds for strip grains at small slope; for equal hexagonal grains the triple points settle deeper, at about 0.39ma, and the small-slope threshold is w ≈ 2.6h/m. Transformation to NiSi₂ is a separate way for the contact to fail, and this scaling says nothing about it.

For similar films under these conditions, 829 K is best quoted as about 830 K, with an uncertainty of about 11 K upward and 16 K downward for half an electronvolt of doubt in Q.

All numerical values are calculated from the stated model.
